# Donor freeze-out in a monolayer: half or full binding energy

Suppose that two monolayer channels contain the same donors, each binding its electron by 100 meV, and that the electron density is plotted as \(\ln n\) against \(1/kT\). In the model worked out below, the slope near 160 K is 57 meV in a very clean sheet and 111 meV in a sheet with many acceptors. Someone who reads each slope as a binding energy finds two kinds of donor where there is one. Someone who doubles each slope is wrong about the second sheet. The error matters in a device model: entering 50 meV in place of 100 meV at 160 K multiplies the ionization constant by \(e^{50/13.76}\approx 38\).

What decides between the two readings is the electron density compared with the densities of donors and acceptors.

## Model and conventions

All densities are per unit area. The sheet has \(N_D\) donors and \(N_A<N_D\) acceptors, and \(n\) is the density of mobile electrons. Energies are measured from the conduction-band edge, so the donor level lies at \(-E_d\) with \(E_d>0\). The chemical potential is \(\mu\), and \(\beta=1/kT\). The binding energy, mass and degeneracies do not depend on temperature.

**Band.** The band is parabolic with mass \(m\) and spin-valley degeneracy \(g_b\). If \(n\) is small enough for Boltzmann statistics,
\[
n=g_b\int\frac{d^2k}{(2\pi)^2}\,e^{\beta(\mu-\hbar^2k^2/2m)}
=\frac{g_b}{2\pi}e^{\beta\mu}\int_0^\infty k\,e^{-\beta\hbar^2k^2/2m}\,dk .
\]
The last integral has the form \(\int_0^\infty k e^{-ak^2}dk=1/(2a)\) with \(a=\hbar^2/(2mkT)\), which gives \(mkT/\hbar^2\). Hence
\[
n=N_c\,e^{\beta\mu},\qquad N_c=\frac{g_b\,m\,kT}{2\pi\hbar^2}.
\]
The condition for this nondegenerate form is \(n\ll N_c\). In two dimensions \(N_c\) is proportional to \(T\).

**Donors.** A donor is either empty and positively charged, or holds one electron in any of \(g\) states of energy \(-E_d\). The statistical weights are 1 for the empty donor and \(g\,e^{\beta(\mu+E_d)}\) for the occupied one. The ratio of ionized to neutral donors is therefore
\[
\frac{N_D^+}{N_D^0}=\frac1g\,e^{-\beta(\mu+E_d)} .
\]

**Neutrality.** The acceptor levels lie far below \(\mu\), so each acceptor holds an electron and is negatively charged. With no net charge in the sheet,
\[
N_D^+=n+N_A,\qquad N_D^0=N_D-N_A-n .
\]
A gate changes this. If it holds a fixed extra electron density \(n_g\) in the sheet, then \(N_D^+=n+N_A-n_g\), and the formulas below for \(n\), \(s\) and \(\mu\) apply with \(N_A\) replaced by \(N_A-n_g\), provided that this lies between 0 and \(N_D\). A depleting gate (\(n_g<0\)) thus acts like added acceptors. This holds at fixed \(n_g\). In a contacted channel at fixed gate voltage, \(n_g\) changes by \(-C\,\Delta\mu/e^2\) as \(\mu\) shifts with temperature, where \(C\) is the gate capacitance per unit area. The slope formula below then applies only if this change is small compared with the densities of both empty and occupied donors. For a 10 nm dielectric of relative permittivity 20 the change is \(1.1\times10^{10}\) cm⁻² per meV. With \(n_g=0\) at 160 K, such a gate raises the slope of the very clean sheet there from 57 to 88 meV.

## The density

Multiplying the donor ratio by \(n=N_ce^{\beta\mu}\) removes the chemical potential:
\[
\frac{n(n+N_A)}{N_D-N_A-n}=K(T),\qquad K=\frac{N_c}{g}\,e^{-E_d/kT}. \tag{1}
\]
This is a law of mass action: mobile electrons times empty donors, divided by occupied donors. Clearing the denominator gives
\[
n^2+(N_A+K)\,n-K(N_D-N_A)=0 .
\]
The product of the roots is negative, so exactly one is positive. With \(b=N_A+K\) and \(c=K(N_D-N_A)\) it is
\[
n=\frac{-b+\sqrt{b^2+4c}}{2}=\frac{2c}{b+\sqrt{b^2+4c}} . \tag{2}
\]
The second form follows on multiplying numerator and denominator by \(b+\sqrt{b^2+4c}\). It is the one to code: when \(n\ll N_A\), the first form subtracts two nearly equal numbers.

## The slope at any density

The logarithm of (1) is
\[
\ln K=\ln n+\ln(n+N_A)-\ln(N_D-N_A-n).
\]
Differentiating with respect to \(\ln n\), which means applying \(n\,d/dn\), gives
\[
\frac{d\ln K}{d\ln n}=1+\frac{n}{n+N_A}+\frac{n}{N_D-N_A-n},
\]
where the last sign is positive because the minus sign of the logarithm meets the minus sign inside it. The inverse is
\[
s\equiv\frac{d\ln n}{d\ln K}=\left[1+\frac{n}{n+N_A}+\frac{n}{N_D-N_A-n}\right]^{-1}. \tag{3}
\]
If \(N_A>0\), both fractions grow with \(n\), so \(s\) falls steadily, from 1 as \(n\to0\) to 0 as \(n\to N_D-N_A\). Without acceptors the first fraction is always 1, and \(s\) starts from 1/2 instead.

The temperature enters through \(K\). Since \(N_c\propto1/\beta\), we have \(\ln K=\text{const}-\ln\beta-\beta E_d\), so \(-d\ln K/d\beta=E_d+kT\), and
\[
-\frac{d\ln n}{d\beta}=s\,(E_d+kT). \tag{4}
\]
The extra \(kT\) comes from the band density, not from the donor. It can be removed by plotting a different quantity. Because \(\ln T=-\ln\beta+\text{const}\), dividing \(n\) by \(T^p\) lowers the slope by \(p\,kT\). The choice \(p=s\) leaves \(sE_d\). The statements "half" and "full" therefore refer to \(\ln(n/\sqrt T)\) and \(\ln(n/T)\) respectively.

## The two laws

**Weak compensation: \(N_A\ll n\ll N_D\).** In (1), \(n+N_A\approx n\) and \(N_D-N_A-n\approx N_D\), so
\[
n\approx\sqrt{N_DK}=\sqrt{\frac{N_DN_c}{g}}\;e^{-E_d/2kT}. \tag{5}
\]
Each mobile electron has left one empty donor behind, so the two densities in the mass-action product are equal and the exponential is shared between them. Equation (3) gives \(s\to1/2\). In terms of \(K\), the regime is \(N_A^2/N_D\ll K\ll N_D\).

Both inequalities are needed. If \(n\gg N_A\) but most donors are already ionized, then \(n\) is close to \(N_D-N_A\) and hardly responds to temperature. For the clean sheet below, the formula gives \(s=0.01\) at \(K=100N_D\), although electrons greatly outnumber acceptors. This only illustrates the mathematical limit: it would require more than 4000 K, which no real sheet survives.

**Strong freeze-out: \(n\ll N_A\) and \(n\ll N_D-N_A\).** Now \(n+N_A\approx N_A\), and
\[
n\approx\frac{N_D-N_A}{N_A}\,K=\frac{N_D-N_A}{N_A}\,\frac{N_c}{g}\,e^{-E_d/kT}. \tag{6}
\]
The acceptors have emptied \(N_A\) donors permanently. The number of empty donors no longer follows \(n\), so the whole exponential falls on \(n\), and \(s\to1\).

The chemical potential shows the same difference. Setting \(n=N_ce^{\beta\mu}\) equal to (5) and to (6) gives
\[
\mu\approx-\frac{E_d}{2}+\frac{kT}{2}\ln\frac{N_D}{gN_c},\qquad
\mu\approx-E_d+kT\ln\frac{N_D-N_A}{gN_A}.
\]
On cooling, it tends to the middle of the gap between donor level and band in the first case, and to the donor level in the second. Any sheet with \(N_A>0\) ends in the second case within this model, because \(n\) eventually drops below \(N_A\).

## When the half law is a plateau

Since \(s\) runs from 1 to 0 when \(N_A>0\), it equals 1/2 at some density in every sheet with acceptors. That alone does not make a straight line on the plot. By (3), \(s=1/2\) requires the two fractions to add up to 1:
\[
\frac{n}{N_D-N_A-n}=1-\frac{n}{n+N_A}=\frac{N_A}{n+N_A}. \tag{7}
\]
Cross-multiplying gives \(n^2+2N_An-N_A(N_D-N_A)=0\), or \((n+N_A)^2=N_AN_D\). Hence
\[
n=\sqrt{N_AN_D}-N_A .
\]
Multiplying (7) by \(n+N_A\) turns its left side into the left side of (1), so this point lies at \(K=N_A\).

How quickly \(s\) changes there follows from applying \(n\,d/dn\) to (3):
\[
\frac{ds}{d\ln n}=-s^2\left[\frac{nN_A}{(n+N_A)^2}+\frac{n(N_D-N_A)}{(N_D-N_A-n)^2}\right].
\]
Let \(r=\sqrt{N_A/N_D}\). At the midpoint
\[
n=N_Dr(1-r),\quad n+N_A=N_Dr,\quad N_D-N_A-n=N_D(1-r),
\]
and \(N_D-N_A=N_D(1-r)(1+r)\). The first term in the bracket is \(r(1-r)\) and the second is \(r(1+r)\). Their sum is \(2r\), and with \(s^2=1/4\),
\[
\left.\frac{ds}{d\ln n}\right|_{s=1/2}=-\frac12\sqrt{\frac{N_A}{N_D}} . \tag{8}
\]
The half law is a plateau only if this number is small. Because of the square root, reducing the acceptors a hundredfold flattens the slope tenfold.

The lower end of the plateau is near \(n=N_A\), where (3) gives \(s=[3/2+N_A/(N_D-2N_A)]^{-1}\) if \(N_D>2N_A\). This is close to 2/3 for weak compensation.

## Two sheets with the same donors

Take \(m=0.5\,m_e\), \(g_b=g=4\), \(E_d=100\) meV and \(N_D=3\times10^{11}\) cm⁻². The clean sheet has \(N_A=10^9\) cm⁻² and the ordinary one \(10^{11}\) cm⁻². All other parameters are held fixed.

At 300 K, \(N_c=1.080\times10^{13}\) cm⁻². At 159.6 K, where \(kT=13.76\) meV,
\[
K=\frac{1.080\times10^{13}}{4}\cdot\frac{159.6}{300}\,e^{-100/13.76}\ \text{cm}^{-2}=1.00\times10^{9}\ \text{cm}^{-2}.
\]
This equals \(N_A\) of the clean sheet, so its slope factor is 1/2 here, and
\[
n=(1.732-0.100)\times10^{10}\ \text{cm}^{-2}=1.63\times10^{10}\ \text{cm}^{-2}.
\]
The densities (in cm⁻²) and slope factors at other temperatures are:

| T (K) | n, clean | s | n, ordinary | s |
|---|---|---|---|---|
| 300 | 1.04×10¹¹ | 0.40 | 5.4×10¹⁰ | 0.58 |
| 200 | 3.7×10¹⁰ | 0.47 | 9.5×10⁹ | 0.88 |
| 159.6 | 1.6×10¹⁰ | 0.50 | 1.9×10⁹ | 0.97 |
| 100 | 1.1×10⁹ | 0.65 | 1.6×10⁷ | 1.00 |
| 70 | 1.2×10⁷ | 0.99 | 8.0×10⁴ | 1.00 |

The clean sheet shows both laws. Its \(s\) stays between 0.55 and 0.45 from 120 K to 232 K, and the slope of \(\ln(n/\sqrt T)\) at the midpoint is 50.0 meV. The density falls to \(N_A\) at 98 K, where \(s=0.665\). At 70 K the slope of \(\ln(n/T)\) is 98.8 meV. It is not yet 100 meV because \(s\) is 0.9885: the deficit is \((1-s)(E_d+kT)=0.0115\times106\) meV, or about 1.2 meV.

The ordinary sheet passes through the same range of \(s\) between 368 K and 315 K and has no plateau. Equation (8) gives \(-0.29\) for it, against \(-0.029\) for the clean sheet. It approaches the full law gradually: the slope of \(\ln(n/T)\) is 86 meV at 200 K and about 97 meV at 159.6 K.

Two features of the raw slope of \(\ln n\) can mislead. In the clean sheet at 300 K it is 49.8 meV, which looks like \(E_d/2\). But \(s\) is 0.396 there, and the agreement is an accident of \(0.396\times(100+25.85)\) meV: partial saturation lowers the slope while the \(kT\) term raises it. In the ordinary sheet the raw slope falls from 110.6 meV at 159.6 K to 106.0 meV at 70 K. The donor has not changed; \(s\) is nearly 1, and \(E_d+kT\) decreases on cooling.

The limiting laws have errors of the expected size. At 159.6 K, (5) gives \(1.73\times10^{10}\) cm⁻², 6.1% above the density counted by the method of the next section. At 70 K, (6) gives \(3.978\times10^4\times299=1.19\times10^7\) cm⁻², which is 1.3% too high on the same basis.

## A check by counting electrons

Equation (1) rests on a chemical potential and on average occupations. It can be tested without either. Take a finite sample with \(D\) donors, \(A\) acceptors and \(M=D-A\) electrons to share between donors and band. If \(j\) electrons are in the band, the weight is
\[
W_j=\binom{D}{M-j}\,\bigl(g\,e^{\beta E_d}\bigr)^{M-j}\,\frac{z^j}{j!},
\]
where \(z\) is the sum of Boltzmann factors over the band states of the sample. For a square of side 10 µm, with \(z\) summed explicitly over plane waves, the mean of \(j\) was computed for both sheets at 300, 200, 159.6, 100, 80 and 70 K. The densities agree with (2) within 0.10%, and their temperature slopes agree with (4) within 0.02%.

The small difference in density can be traced. The ratio of successive weights gives
\[
j\,(A+j)\,W_j=\kappa\,(M-j+1)\,W_{j-1},\qquad \kappa=\frac{z}{g}e^{-\beta E_d}.
\]
Summing over \(j\) yields \(\langle j(j+A)\rangle=\kappa\langle M-j\rangle\). This is (1) for a finite sample, except that \(\langle j^2\rangle\) exceeds \(\langle j\rangle^2\) by the variance. When \(j\ll A\) and \(j\ll M\), the ratio \(W_j/W_{j-1}\) is proportional to \(1/j\). The distribution is then Poissonian and the variance equals the mean, so \(A\) is in effect replaced by \(A+1\). With 1000 acceptors in the clean sample, that is a shift of 0.1%.

## Effects left out, and their size

**A second electron on a donor.** This sets a further condition on the half law. Let the second electron be bound by \(\varepsilon_2\), and let the pair have \(g_2\) states. The ratio of the weights for two electrons and one is \((g_2/g)e^{\beta(\mu+\varepsilon_2)}\). With most donors neutral, the density of negative donors is therefore \(\alpha n\), where
\[
\alpha=\frac{g_2}{g}\,\frac{N_D}{N_c}\,e^{\varepsilon_2/kT}.
\]
Neutrality becomes \(N_D^+=n(1+\alpha)+N_A\), and (5) becomes \(n\approx\sqrt{N_DK/(1+\alpha)}\). Four single-electron states allow \(g_2=6\) pairs. With a rough \(\varepsilon_2=10\) meV, \(\alpha\approx0.16\) at 159.6 K, which lowers \(n\) by about 7%; the full solution gives 7.2%. If \(\alpha\gg1\) while \(n(1+\alpha)\) still exceeds \(N_A\), then \(n\approx N_c\,g_2^{-1/2}e^{-(E_d+\varepsilon_2)/2kT}\), and the activation energy is no longer \(E_d/2\). The half law thus needs \(\alpha\ll1\) as well. The full law needs only \(\alpha n\ll N_A\), and at 70 K the correction is 1%.

**Spin splitting of the band.** If band and donor level split alike, the same factor multiplies \(N_c\) and \(g\) and cancels in \(K\). If only the band splits, by a rough 3 meV, and \(E_d\) is still measured from the lower edge, \(n\) in the clean sheet drops by 5% at 159.6 K and 19% at 70 K. Splittings differ widely between compounds; at 30 meV the drops would be 26% and 49%.

**Excited donor states and Fermi statistics.** Three excited orbitals bound by a rough 25 meV lower \(n\) by 6% at 300 K and by less than 1% at 159.6 K. Fermi statistics change it by at most 0.2% at the three temperatures examined (300, 159.6 and 70 K).

With all four effects together, the density of the clean sheet falls by 13% at 159.6 K and 20% at 70 K. The activation energies move much less: 52.1 meV in place of 50.0, and 99.2 meV in place of 98.8. For these four effects and rough inputs the slope is less affected than the absolute density, but it is not immune. If the second electron were bound by 30 meV instead of 10 meV, that effect alone would lower the density at 159.6 K by 23% and raise the activation energy from 50 to 58 meV.

**Screening by the mobile electrons.** This is not among the four effects above, and it acts in the opposite direction: it weakens the binding and raises \(n\). For the clean sheet at 159.6 K, a Debye-type estimate lowers the binding energy by about 4 meV and raises \(n\) by 15%; a donor level in a statically screened potential gives about 7 meV and 29%. At 70 K the change in \(n\) is below 1%. The activation energies quoted above do not include this effect, and for them it acts in the same direction as the four effects: in the screened-level estimate it alone raises the slope of \(\ln(n/\sqrt T)\) at 159.6 K from 50 to about 54–55 meV, more than the four effects together.

## Comparison with real channels

The parameters are rough values for transition-metal dichalcogenide monolayers near a high-permittivity dielectric; no particular compound is modelled. The clean sheet is far cleaner than a typical channel. Traps at an oxide interface can supply \(10^{11}\) acceptors per cm² or more. If they are still fewer than the donors, then under the model's assumptions such a device is more likely to show the full law than the half law once it is cold enough for \(n\) to be far below both \(N_A\) and \(N_D-N_A\). If they outnumber the donors, the donors are all empty and neither law applies. At room temperature neither need hold: the ordinary sheet has \(s=0.58\) at 300 K.

The assumption most at risk is that of a single donor energy. Charged centres of total density \(N_{ch}=n+2N_A\) produce a disordered potential. Its natural unit is \(e^2\sqrt{N_{ch}}/(4\pi\epsilon_0\kappa_r)\), the energy of two charges at the mean spacing. For relative permittivity \(\kappa_r=10\) at 159.6 K, this unit is 1.9 meV in the clean sheet and 6.5 meV in the ordinary one. Many charges at irregular positions add up to a larger spread. In the ordinary sheet it is roughly two to four times the unit if the electrons can settle on the donors of lowest energy, and larger if the charges are placed at random. In the ordinary sheet the spread is then comparable with \(kT\) already at 159.6 K, and at 70 K it exceeds \(kT=6.0\) meV. A spread is not the same as a shift of the level, because the charges rearrange. In a classical model of point charges on randomly placed donors and acceptors, the change in donor ionization alone raises \(n\) in the ordinary sheet by a factor of about 2 at 70 K; fluctuations of the band edge, not counted in that figure, can change it further. The clean sheet is not exempt at low temperature, despite its small unit: empty donors tend to sit next to acceptors, at a distance set by the donor spacing, and in the same model this raises \(n\) by roughly 25% at 70 K and lowers the slope there by roughly 3 meV. Real traps are also spread in energy and may change their charge with temperature, in which case \(N_A\) is not constant.

Sample size sets another limit. At 70 K a clean channel of 10 µm by 10 µm holds 12 mobile electrons on average, and the ordinary one holds 0.08. Such densities are averages over time or over many devices.

## Using the result

Equation (4) can be inverted for the binding energy:
\[
E_d=\frac1s\left(-\frac{d\ln n}{d\beta}\right)-kT .
\]
For the clean sheet at 100 K, the raw slope of 70.7 meV and \(s=0.651\) give \(70.7/0.651-8.6=100\) meV, at a temperature where neither limiting law holds. This relies on a known \(N_A\): a value wrong by a factor of two would shift the result by about 12 meV. The formula needs \(N_D\) and \(N_A\) through \(s\), so it is best to fit (2) to the density over a wide temperature range, with the prefactor \(N_c/g\) known independently. If the prefactor is fitted too, the densities become less certain; in the ordinary sheet this affects mainly \(N_A\). Data from the full-law regime alone give \(E_d\) but not both densities, since (6) contains only the ratio \((N_D-N_A)/N_A\).

The input must be a carrier density. Conductance also carries the temperature dependence of the mobility, and at low temperature possibly hopping between donors, neither of which is contained in (4). The numerical output below lists the main values used here.

## Calculated quantities

```
mass 0.5 m_e, band deg. 4, donor deg. 4
Ed = 100 meV, ND = 3.0e+11 cm^-2
NA: clean 1.0e+09, ordinary 1.0e+11 cm^-2
Nc at 300 K = 1.080e+13 cm^-2
clean sheet: T(K) kT(meV) K(cm^-2) n(cm^-2) s slope(meV)
 300.0  25.85 5.642e+10 1.043e+11 0.396   49.8
 200.0  17.23 5.437e+09 3.723e+10 0.473   55.4
 159.6  13.76 1.000e+09 1.632e+10 0.500   56.9
 100.0   8.62 8.212e+06 1.142e+09 0.651   70.7
  80.0   6.89 3.611e+05 9.826e+07 0.918   98.1
  70.0   6.03 3.978e+04 1.175e+07 0.988  104.8
ordinary sheet: T(K) kT(meV) K(cm^-2) n(cm^-2) s slope(meV)
 300.0  25.85 5.642e+10 5.370e+10 0.583   73.3
 200.0  17.23 5.437e+09 9.464e+09 0.880  103.2
 159.6  13.76 1.000e+09 1.943e+09 0.972  110.6
 100.0   8.62 8.212e+06 1.642e+07 1.000  108.6
  80.0   6.89 3.611e+05 7.221e+05 1.000  106.9
  70.0   6.03 3.978e+04 7.955e+04 1.000  106.0
clean: s = 1/2 at T = 159.6 K
clean: n = NA at T = 98.4 K, s = 0.665
clean: s = 0.55 at 120 K, 0.45 at 232 K
clean: ds/dln n at s = 1/2: -0.0289
ordinary: s = 0.55 at 315 K, 0.45 at 368 K
ordinary: ds/dln n at s = 1/2: -0.2887
slope of ln(n/sqrt T) at 159.6 K: 50.00 meV
slope of ln(n/T) at 70 K: 98.78 meV
s at K = 100 ND (saturation): 0.0097
root law at 159.6 K: 1.732e+10 cm^-2, error 6.1 %
linear law at 70 K: 1.189e+07 cm^-2, error 1.3 %
canonical sum, worst deviation: n 0.096 %, slope 0.018 %
rough inputs: 2nd electron 10 meV, excited 25 meV
rough inputs: splitting 3 meV, permittivity 10
clean, change of n in %: T(K) Fermi double excited split all
 300.0   -0.19   -3.07   -5.92   -2.21  -10.79
 159.6   -0.07   -7.17   -0.64   -5.03  -13.02
  70.0   -0.00   -1.06   -0.00  -19.41  -20.27
all effects: slope of ln(n/sqrt T) 52.1 meV at 159.6 K
all effects: slope of ln(n/T) 99.2 meV at 70 K
clean: disorder scale at 159.6 K: 1.9 meV
ordinary: disorder scale at 159.6 K: 6.5 meV
donor decay length 0.87 nm, spacing 18.3 nm
field Ed/(e decay length) = 1.15 MV/cm
clean: electrons in 10 x 10 um at 70 K: 11.8
```
